# Frozen polarization fluctuations and the dressed quadratic Landau coefficient, part 2

The problem is how a nonuniform polarization pattern changes the response of the mean polarization to a uniform macroscopic field $E$. One polarization component is written $P=p+q$, with $p=\langle P\rangle$, $\langle q\rangle=0$ and $s=\langle q^2\rangle$. Angle brackets are volume averages, and boundaries are periodic. The energy density is

$$
f=\frac a2P^2+\frac b4P^4+\frac g2|\nabla P|^2-hP-EP ,\qquad b>0,\quad g\ge 0 ,
$$

where $h(\mathbf x)$ is a fixed random field with $\langle h\rangle=0$.

If $q$ is frozen (unchanged when $p$ changes) and symmetric, then $Ap+bp^3=E$ with $A=a+3bs$.

If the pattern can relax, $q$ denotes the stable equilibrium at $E=0$ and $p=0$, held by $h$. With $P=q+v$ and $\langle v\rangle=p$, the energy change at $E=0$ is

$$
\Delta F=\frac12\langle vHv\rangle+b\langle qv^3\rangle+\frac b4\langle v^4\rangle,
\qquad H=a+3bq^2-g\nabla^2 .
$$

$H$ is positive and contains no bound-charge energy. $H_\perp$ is $H$ restricted to zero-mean fields, with the mean of its result removed. With $w=3b(q^2-s)$, the linear response is $v=p+u$, $u=-pH_\perp^{-1}w$, and

$$
\Delta F=\frac K2p^2,\qquad K=A-\langle wH_\perp^{-1}w\rangle\le A .
$$

The example is $q=\sqrt{2s}\cos kx$, modulated perpendicular to the polarization axis, so no bound charge appears. Then $w=3bs\cos2kx$ and

$$
A-K\approx\frac{(3bs)^2}{2(A+4gk^2)} .
$$

Formulas use SI units; $1\ \mathrm{C/m^2}=100$ µC/cm² and $1\ \mathrm{MV/cm}=10^8\ \mathrm{V/m}$. The example has:

- temperature 200 K, wavelength 5 nm, applied field 0.01 MV/cm
- $a=\alpha(T-T_0)$, $\alpha=7.5\times10^5$ V m/(C K), $T_0=220$ K
- $b=1.5\times10^9$ J m⁵/C⁴, $g=10^{-10}$ J m³/C², $s=0.010$ C²/m⁴
- $a=-1.5\times10^7$, $3bs=4.5\times10^7$, $A=3.0\times10^7$, $K=2.85\times10^7$ and $gk^2=1.58\times10^8$, all in V m/C

The frozen model gives $p=3.17$ µC/cm² in the applied field, a zero-field relative susceptibility $1/(\varepsilon_0A)\approx3800$, and an instability at 160 K for fixed $s$.

### The quartic coefficient changes more

A small change of the quadratic coefficient does not guarantee a small change of the polarization at finite field. To find the next coefficient, define the normalized linear response

$$
\varphi=1-H_\perp^{-1}w,\qquad\langle\varphi\rangle=1 .
$$

By construction $H\varphi$ has no nonuniform part, and its mean is $K$. Thus $H\varphi=K$, or $\varphi=KH^{-1}1$. Now write $v=p\varphi+\eta$, with $\langle\eta\rangle=0$ and $\eta$ of order $p^2$. The quadratic energy is

$$
\frac12\langle vHv\rangle=\frac K2p^2+\frac12\langle\eta H\eta\rangle ,
$$

because the cross term is $pK\langle\eta\rangle=0$.

A shift by half a wavelength changes the sign of $q$ and leaves $\varphi$ unchanged, so $\langle q\varphi^3\rangle=0$. The terms of order $p^4$ are then

$$
\frac12\langle\eta H\eta\rangle+3bp^2\langle q\varphi^2\eta\rangle+\frac b4p^4\langle\varphi^4\rangle .
$$

Minimization gives $\eta=-3bp^2H^{-1}(q\varphi^2)$. This has zero mean by the same shift symmetry. Substitution turns the first two terms into $-\frac92b^2p^4\langle q\varphi^2H^{-1}q\varphi^2\rangle$. Writing the total as $b_Rp^4/4$ yields

$$
b_R=b\langle\varphi^4\rangle-18b^2\langle q\varphi^2H^{-1}q\varphi^2\rangle .
$$

The relaxed equation of state is $E=Kp+b_Rp^3$, up to terms of order $p^5$.

The negative term has a direct meaning. A mean polarization of either sign weakens the modulation, since $\eta$ is mainly opposite to $q$. A weaker modulation contributes less to the stiffness.

An estimate shows its size. On $\cos kx$, the diagonal stiffness is

$$
H_1=a+gk^2+\frac92bs=2.10\times10^8\ \mathrm{V\,m/C}.
$$

The $9/2$ arises because $3bs\cos2kx\cos kx$ adds $3bs/2$ to the average value $3bs$. With $\epsilon=3bs/(A+4gk^2)=0.068$, $\varphi\approx1-\epsilon\cos2kx$, and the $\cos kx$ part of $q\varphi^2$ is reduced by approximately $1-\epsilon$. Hence

$$
b_R\approx b(1+3\epsilon^2)-\frac{18b^2s(1-\epsilon)^2}{H_1}
\approx(1.52-1.67)\times10^9 ,
$$

or $-0.15\times10^9$ J m⁵/C⁴. The complete formula gives $-0.167\times10^9$. The result is a small difference of two large terms, so the simple estimate is useful for the mechanism but not for a precise coefficient. As a test, the modulated equation was solved at one eighth of the example field. The cubic coefficient extracted from that solution was $-0.166\times10^9$ J m⁵/C⁴.

At 0.01 MV/cm the full solution has $p=3.53$ µC/cm², against 3.54 from the relaxed cubic law and 3.17 from the frozen model. The full value is 11.3% above the frozen one. Using $K$ but keeping the original $b$ would give about 3.32 µC/cm², so the change of the quartic coefficient accounts for more than half of the difference.

The negative $b_R$ means that the susceptibility initially grows with field. It does not by itself establish a discontinuous transition, because the omitted higher-order terms control the response at larger $p$. At 200 K the full $E(p)$ rises monotonically. On cooling with $h$ fixed, however, $s$ grows and the fixed-$s$ instability at 160 K does not occur: $K$ is still $1.25\times10^7$ V m/C there and vanishes only near 115 K, while a state with $p\approx17$ µC/cm² falls below the $p=0$ state between 140 and 130 K. The cosine model with fixed $h$ thus orders discontinuously.

### Limits of strong and weak gradient coupling

For a fixed pattern and $gk^2\to\infty$, both correction terms vanish, $\varphi\to1$, and the frozen values $K=A$ and $b_R=b$ return. For the cosine, useful conditions for the frozen equation of state are

$$
\frac{(3bs)^2}{2A(A+4gk^2)}\ll1,\qquad
\frac{18bs}{a+gk^2+9bs/2}\ll1 .
$$

The first protects the initial susceptibility and the second protects the cubic term. In the example the left sides are 0.05 and 1.3. For this exactly transverse cosine, the frozen model is therefore acceptable for the initial slope at the 5% level, but not for the nonlinear coefficient. The second conclusion is sensitive to orientation. If the wavevector makes an angle $\theta$ with the polarization axis, bound charge adds $\cos^2\theta/(\varepsilon_0\varepsilon_b)$ to both $H_1$ and $A+4gk^2$. For the same pattern and a background permittivity $\varepsilon_b=5$, $b_R$ is about $0.37b$ at $\theta=85^\circ$, $0.72b$ at $80^\circ$ and $0.99b$ at $\theta=0$. The negative $b_R$ belongs to the charge-free geometry.

The opposite limit is $g=0$, where each point responds separately. Stability of the cosine pattern then requires $a>0$, because $q$ passes through zero. All points feel the same field, so compliances are averaged:

$$
\frac1K=\left\langle\frac1{a+3bq^2}\right\rangle
=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{d\theta}{a+6bs\cos^2\theta}.
$$

With $t=\tan\theta$, $d\theta=dt/(1+t^2)$ and $\cos^2\theta=1/(1+t^2)$, this becomes

$$
\frac1K=\frac1\pi\int_{-\infty}^{\infty}\frac{dt}{at^2+a+6bs}
=\frac1{\sqrt{a(a+6bs)}} .
$$

Thus $K=\sqrt{a(a+6bs)}$. Since $(a+3bs)^2-a(a+6bs)=(3bs)^2$, it lies below $A$ whenever $s>0$. For $3bs\ll a$ the two agree to first order in $s$. For larger fluctuations the shift $3bs$ overstates the stiffness of independent regions.

### Higher-order and multicomponent energies

If the energy contains $cP^6/6$, the terms of $\langle(p+q)^6\rangle$ proportional to $p^2$ and $p^4$ are $15m_4p^2$ and $15sp^4$, where $m_4=\langle q^4\rangle$. Multiplication by $c/6$ gives

$$
\frac12(5cm_4)p^2+\frac14(10cs)p^4 .
$$

The quadratic coefficient gains $5cm_4$ and the quartic coefficient gains $10cs$. The shape of the distribution now matters: $m_4=3s^2/2$ for the cosine and $3s^2$ for a Gaussian. For $c=5\times10^9$ J m⁹/C⁶, the quadratic gains are $0.375\times10^7$ and $0.75\times10^7$ V m/C. The quartic coefficient rises by one third of $b$.

For three components with the isotropic energy $b|\mathbf P|^4/4$, let the mean point along $x$. Then $|\mathbf P|^2=p^2+2pq_x+|\mathbf q|^2$. In its square, the terms proportional to $p^2$ are $2p^2|\mathbf q|^2+4p^2q_x^2$. If each component has variance $s$, their average is $(6+4)sp^2$, and

$$
\frac b4\,10sp^2=\frac12(5bs)p^2 .
$$

The factor 3 becomes 5. With the variance per component held fixed, the example gains a further $3.0\times10^7$ V m/C, which doubles $A$. A crystal with anisotropic quartic coefficients requires its own coupling constants in place of this isotropic value.

### Thermal fluctuations

Thermal fluctuations also have a variance. For a Fourier mode with wavevector $\mathbf k$ at angle $\theta$ to the polarization axis, take the stiffness

$$
S=A+gk^2+\frac{\cos^2\theta}{\varepsilon_0\varepsilon_b},
$$

where $\varepsilon_b$ is the background permittivity. The last term is the energy cost of bound charge. Classical equipartition gives each mode a variance proportional to $k_BT/S$, and the sum over modes is

$$
s_{\rm th}=k_BT\int\frac{d^3k}{(2\pi)^3}\frac1S .
$$

With $\varepsilon_b=5$ and a spherical cutoff at $k=\pi/(0.4\ \mathrm{nm})$, the result is 35 (µC/cm²)², and $3bs_{\rm th}=1.6\times10^7$ V m/C. This is as large as the magnitude of $a$. It is not added here, because $a(T)$ is understood as a coarse-grained coefficient that already includes it. The feedback left out is smaller: raising the uniform stiffness from zero to $A$ changes the thermal shift by $-0.03\times10^7$ V m/C, about 1% of $A$. Both values depend on the chosen cutoff and on the Gaussian treatment of the modes. The variance is the more sensitive: it is 51 (µC/cm²)² for a sphere with the volume of the cubic zone of a 0.4 nm cell and 9.6 (µC/cm²)² for a cutoff at $\pi/(0.8\ \mathrm{nm})$, while the feedback stays between $-0.02$ and $-0.03\times10^7$ V m/C.

### Regions that can flip

The frozen assumption also fails if whole regions reverse thermally. This matters when both signs of a region have nearly the same energy. It does not apply to the cosine example, whose pattern is held by a random field. To see how large the effect can be without such pinning, consider independent regions of volume $\Omega$ with polarization $\pm q_0$ and no random field. Their energies in a field are $\mp q_0\Omega E$, so the two Boltzmann weights give

$$
\langle P\rangle=q_0\tanh\frac{q_0\Omega E}{k_BT},\qquad
\chi_{\rm flip}=\frac{q_0^2\Omega}{\varepsilon_0k_BT}
$$

for the mean polarization and the zero-field susceptibility. For cubes of side 2.5 nm, half the modulation wavelength, and $q_0=10$ µC/cm² at 200 K, $\chi_{\rm flip}\approx6400$. This exceeds the frozen value of about 3800. At the example field the argument of the hyperbolic tangent is 0.57, so the linear formula already overstates the flipping response.

A random field $h$ acting on a region replaces $E$ by $E+h$ in the hyperbolic tangent. Differentiation at $E=0$ then multiplies $\chi_{\rm flip}$ by $1/\cosh^2(q_0\Omega h/k_BT)$. For an independent region in a field of 0.166 MV/cm, the rms random field of the cosine example, the argument is about 9.4 and the flipping response is negligible. These estimates treat the region as a rigid two-state unit, which the example's coefficients do not themselves provide: the Landau barrier of such a cube is $a^2\Omega/(4b)=0.21\,k_BT$, and in 0.166 MV/cm an independent region would sit near 23 µC/cm² rather than at $q_0$. They also leave out the gradient coupling to neighbouring regions and the bound charge created by a reversal. With $\varepsilon_b=5$ and a depolarization factor of $1/3$, reversing a cube in rigid surroundings costs $(2q_0)^2\Omega/(6\varepsilon_0\varepsilon_b)\approx850\,k_BT$, so independent flipping presumes that this charge is screened.

The frozen calculation therefore needs regions that are either each pinned by a random field of magnitude much larger than $k_BT/(q_0\Omega)$, or unable to reverse during the measurement. A large rms field alone does not ensure this. If the fields of the regions follow a Gaussian distribution with the rms value above, the average of $1/\cosh^2$ is about $\sqrt{2/\pi}/9.4=0.085$. In the two-state model, the weakly pinned regions then still supply a susceptibility of about 540, or 14% of the frozen value. The conditions on the gradient coupling given above are needed as well. For unpinned regions, low temperature alone is not a sufficient specification; the measuring time must also be short compared with the reversal time.

### Relation to real relaxors

In lead-based perovskite relaxors, polar regions a few nanometres across and relative permittivities of thousands to roughly $10^4$ are typical sizes, and the example lies in that range. Its single cosine is much more regular than a real three-dimensional pattern. The applied field is one tenth of a rough ceramic breakdown field of 0.1 MV/cm. Breakdown is not the only limit: in relaxors of the lead magnesium niobate type, fields of a few kV/cm near 200 K can already induce long-range ferroelectric order, so at 10 kV/cm the pattern of such a material need not stay frozen. Regions that reverse within the measuring time add a response that the frozen model leaves out, and its size depends on their volume and pinning. In the two-state estimate for unpinned regions at 200 K, which omits gradient and electrostatic coupling, free reversal would supply a susceptibility 1.7 times the frozen one. The random field in the example was chosen to hold the cosine in equilibrium and is not a measured value, so the degree of pinning in a real material must be established separately. The three-component estimate would halve the frozen susceptibility if each component has the variance $s$. If instead the total variance is held at $s$ and shared equally, the shift is $5bs/3$, $A$ falls to $1.0\times10^7$ V m/C, and the frozen susceptibility triples. Strain compatibility and spatial variation of $a$ or $b$ are not included. These separate estimates show the sensitivity of the model and should not be summed into a prediction for a material.

## Calculated quantities

```
INPUTS (rough model values)
Temperature: 200 K
Bare instability temperature T0: 220 K
Slope alpha: 7.5 10^5 V m/(C K)
Quartic coefficient b: 1.5 10^9 J m^5/C^4
Gradient coefficient g: 1 10^-10 J m^3/C^2
Frozen rms polarization: 10 uC/cm2
Modulation wavelength: 5 nm
Applied field: 0.01 MV/cm
FROZEN-FLUCTUATION RESULT
Variance s: 100 (uC/cm2)^2
Bare coefficient a: -1.5 10^7 V m/C
Shift 3bs: 4.5 10^7 V m/C
Dressed coefficient A: 3 10^7 V m/C
Downward temperature shift: 60 K
Dressed instability temperature: 160 K
Critical variance: 33.33 (uC/cm2)^2
Critical rms polarization: 5.774 uC/cm2
Relative susceptibility 1/(eps0 A): 3765 (no unit)
Clean spontaneous polarization: 10 uC/cm2
Clean polarization in field: 12.4 uC/cm2
Frozen-model polarization in field: 3.174 uC/cm2
RELAXATION OF THE MODULATION
Rms random field holding q: 0.1656 MV/cm
Relaxed coefficient K: 2.847 10^7 V m/C
Reduction A-K, full solution: 0.1531 10^7 V m/C
Reduction, leading formula: 0.153 10^7 V m/C
Reduction relative to A: 5.1 %
Relaxed quartic coefficient b_R: -0.167 10^9 J m^5/C^4
b_R from weak-field solution: -0.166 10^9 J m^5/C^4
Full-solution polarization in field: 3.532 uC/cm2
Cubic-law polarization in field: 3.539 uC/cm2
Full solution above frozen model: 11.3 %
OTHER OMITTED EFFECTS (separate estimates)
Sextic coefficient c: 5 10^9 J m^9/C^6
Sextic shift of a, cosine: 0.375 10^7 V m/C
Sextic shift of a, Gaussian: 0.75 10^7 V m/C
Sextic shift of b: 0.5 10^9 J m^5/C^4
Extra shift, two more components: 3 10^7 V m/C
Assumed skewness: 0.1 (no unit)
Bias field from skewness: -0.0015 MV/cm
Background permittivity: 5 (no unit)
Thermal cutoff length: 0.4 nm
Total thermal variance: 35 (uC/cm2)^2
Thermal shift 3b*variance: 1.57 10^7 V m/C
Thermal feedback, stiffness 0 to A: -0.028 10^7 V m/C
Flippable region side: 2.5 nm
Region field energy / kT: 0.566 (no unit)
Susceptibility of free flipping regions: 6.39e+03 (no unit)
Rough breakdown field: 0.1 MV/cm
Applied / breakdown field: 0.1 (no unit)
```
